# How temperature shifts the transition pressure of a two-state gate-opening host

## Question

I have a porous framework with two states. The closed state takes up practically no gas. Above some pressure the framework switches to an open state, whose pores then fill. The guest binds in the open pores with an enthalpy of $-30$ kJ/mol, and I want to know how the transition pressure changes between 280 K and 320 K.

My first idea was to put $-30$ kJ/mol into a Clausius–Clapeyron equation. But the framework itself changes during the transition, and opening it must cost something. Does that cost enter the temperature dependence, or does it only set the pressure at one temperature? And does it matter that the pores are not completely full when the host opens?

## Answer

The cost of opening does enter, through its enthalpy. The binding enthalpy alone fixes the ratio of the two pressures if opening the empty host has no enthalpy change. Otherwise you need one more number, and the loading at the transition matters too. A simple model shows how.

### The model

Let the open host have identical, independent sites, each holding at most one guest. The closed host holds none, and the gas is ideal. All host quantities below are per mole of sites, so that they can be compared directly with the binding enthalpy per mole of guest.

Opening the empty host costs the free energy

$$G(T)=H_h-TS_h>0,\qquad g=\frac{G}{RT},$$

with $H_h$ and $S_h$ constant. The condition $G>0$ says that the empty host prefers to be closed; without it there is no gate to open. I leave out the work done by the host's volume change against the gas and estimate it near the end.

A site in contact with the gas has relative weight 1 when empty and $KP$ when occupied. The second weight is proportional to $P$ because the chemical potential of an ideal gas contains $RT\ln P$. The binding constant is

$$K=\frac{1}{P^\circ}\exp\left(-\frac{H_b-TS_b}{RT}\right),\qquad P^\circ=1\ \text{bar},$$

where $H_b=-30$ kJ/mol and $S_b$ are the enthalpy and entropy of moving a mole of guest from the gas at $P^\circ$ to given sites. Taking both as constant gives the van 't Hoff equation,

$$\ln(KP^\circ)=-\frac{H_b}{R}\frac1T+\frac{S_b}{R}
\quad\Rightarrow\quad
\frac{d\ln K}{d(1/T)}=-\frac{H_b}{R}.$$

Since $H_b$ is negative, $K$ falls on heating.

### The transition pressure

Consider a piece of host with $M$ sites that opens as a unit. If $n$ sites are occupied, there are $\binom Mn$ ways to choose them. The total weight of the open state is therefore

$$\Xi_{\rm open}=e^{-Mg}\sum_{n=0}^{M}\binom Mn (KP)^n=e^{-Mg}(1+KP)^M.$$

The factor $e^{-Mg}$ is the penalty for opening the empty framework. The closed state is the reference, with $\Xi_{\rm closed}=1$. I define the transition pressure $P^*$ as the pressure at which the two weights are equal:

$$e^{-Mg}(1+KP^*)^M=1.$$

Take the logarithm and divide by $M$:

$$\ln(1+KP^*)=g
\quad\Rightarrow\quad
P^*=\frac{e^g-1}{K}.$$

The gas has to supply enough free energy of adsorption to pay for the opening. The size $M$ has dropped out of $P^*$, but it controls how sharp the step is. From the weights,

$$\frac{d}{d\ln P}\ln\frac{\Xi_{\rm open}}{\Xi_{\rm closed}}
=M\frac{KP}{1+KP}=M\theta(P),$$

where $\theta(P)$ is the mean number of guests per site in the open host. A large cooperative piece thus switches over a narrow pressure range.

From here on $\theta$ without an argument means the loading at $P^*$. Using $1+KP^*=e^g$,

$$\theta=\frac{KP^*}{1+KP^*}=\frac{e^g-1}{e^g}=1-e^{-g}.$$

So the sites are not full when the host opens, and the shortfall is $e^{-g}$.

### The case your question suggests

Suppose first that $H_h=0$. The opening cost is then purely entropic: $G=-TS_h$ with $S_h<0$, and $g=-S_h/R$ does not depend on temperature. The numerator $e^g-1$ cancels from the ratio of pressures:

$$\frac{P^*(320\ \text{K})}{P^*(280\ \text{K})}
=\frac{K(280\ \text{K})}{K(320\ \text{K})}
=\exp\left[-\frac{H_b}{R}\left(\frac1{280\ \text{K}}-\frac1{320\ \text{K}}\right)\right].$$

The bracket of inverse temperatures is $4.4643\times10^{-4}\ \text{K}^{-1}$, so the exponent is

$$\frac{30000\ \text{J/mol}}{8.3145\ \text{J/(mol K)}}\times4.4643\times10^{-4}\ \text{K}^{-1}=1.611,$$

and the ratio is $e^{1.611}=5.01$. **With no host enthalpy, the transition pressure rises by a factor of about 5.** This holds at any loading, because $\theta$ has not entered. The change in bar cannot be found from $H_b$ alone: it also needs one known transition pressure.

### What the host enthalpy does

Now let $H_h$ be nonzero. Start from

$$\ln P^*=\ln(e^g-1)-\ln K$$

and differentiate with respect to $1/T$. The chain rule gives for the first term

$$\frac{d\ln(e^g-1)}{d(1/T)}
=\frac{e^g}{e^g-1}\frac{dg}{d(1/T)}
=\frac1{1-e^{-g}}\frac{dg}{d(1/T)}
=\frac1\theta\frac{dg}{d(1/T)}.$$

Because

$$g=\frac{H_h}{R}\frac1T-\frac{S_h}{R},$$

its derivative is $H_h/R$. The second term contributes $-(-H_b/R)=+H_b/R$. Together,

$$\frac{d\ln P^*}{d(1/T)}=\frac1R\left(H_b+\frac{H_h}{\theta}\right).$$

This is a Clausius–Clapeyron equation, but its enthalpy is that of the whole transition per mole of guest taken up. To see why $\theta$ appears, follow one mole of sites through the transition. Opening the framework absorbs $H_h$, and binding $\theta$ moles of guest contributes $\theta H_b$. The total is $H_h+\theta H_b$; dividing by the $\theta$ moles of guest gives the bracket above. The fewer guests there are to share the cost of opening, the more host enthalpy each one carries.

The same result follows from thermodynamics without differentiating the model's pressure formula. Let $\omega$ be the grand potential per mole of sites, $s$ the entropy per mole of sites including any guests, and $\mu$ the guest chemical potential. With host volume work neglected,

$$d\omega_{\rm open}=-s_{\rm open}\,dT-\theta\,d\mu,\qquad
d\omega_{\rm closed}=-s_{\rm closed}\,dT.$$

The grand potentials remain equal along the transition line, so $\theta\,d\mu=-(s_{\rm open}-s_{\rm closed})\,dT$. For the ideal gas, with molar entropy $s_{\rm gas}$,

$$d\mu=-s_{\rm gas}\,dT+RT\,d\ln P.$$

Substitution gives

$$RT\frac{d\ln P^*}{dT}
=-\frac{s_{\rm open}-s_{\rm closed}-\theta s_{\rm gas}}{\theta}
=-\frac{\Delta S}{\theta},$$

where $\Delta S$ is the entropy change when the closed host and $\theta$ moles of gas become the loaded open host. At equilibrium the free energy change of this process is zero, so $\Delta S=(H_h+\theta H_b)/T$. Finally $d(1/T)=-dT/T^2$ turns the equation into the one found above.

### Which enthalpy do you have?

The answer depends on what your $-30$ kJ/mol describes. If it is the enthalpy of binding in a host that is already open and stays open, it is $H_b$, and $H_h/\theta$ must be added. In that rigid host a fixed loading means a fixed $KP$, so that $d\ln P/d(1/T)=-d\ln K/d(1/T)=H_b/R$. This is the usual isosteric enthalpy.

If instead it is the heat of the complete transition per mole of guest, the host's contribution is already inside it. You should not add $H_h$ again. Provided that this total stays near $-30$ kJ/mol from 280 to 320 K, the factor of 5 applies.

### Numbers for three hosts

To see the size of the effect, take round model parameters: $K=10\ \text{bar}^{-1}$ and $G=5$ kJ/mol at 300 K. The three hosts below share these values and differ only in how $G$ is divided between enthalpy and entropy. All have the same transition pressure at 300 K.

Consider $H_h=8$ kJ/mol. The entropy follows from $G$ at 300 K:

$$S_h=\frac{8000-5000}{300}\ \text{J/(mol K)}=10\ \text{J/(mol K)}.$$

At 280 K the opening cost is $8000-280\times10=5200$ J/mol, and at 320 K it is $8000-320\times10=4800$ J/mol. Dividing by $RT$ gives $g=2.234$ and $g=1.804$. The van 't Hoff equation gives $K=23.61$ and $4.716\ \text{bar}^{-1}$. Therefore

$$P^*(280\ \text{K})=\frac{e^{2.234}-1}{23.61\ \text{bar}^{-1}}=0.353\ \text{bar},$$

$$P^*(320\ \text{K})=\frac{e^{1.804}-1}{4.716\ \text{bar}^{-1}}=1.076\ \text{bar}.$$

These are 35.3 and 107.6 kPa. The pressure rises by 0.723 bar, a factor of 3.05 instead of 5.01. Weaker binding at 320 K still raises the pressure, but the host has become easier to open, which removes part of the rise.

The same calculation for all three hosts gives:

| $H_h$ (kJ/mol) | $P^*$ at 280 K (bar) | $P^*$ at 320 K (bar) | Ratio |
|---:|---:|---:|---:|
| 0 | 0.272 | 1.362 | 5.01 |
| 8 | 0.353 | 1.076 | 3.05 |
| 30 | 0.700 | 0.530 | 0.76 |

In the last row the transition pressure falls on heating. The slope formula gives the condition. Since $d(1/T)$ is negative on heating, $P^*$ rises when the bracket $H_b+H_h/\theta$ is negative, which means

$$H_h<\theta|H_b|.$$

For the last host $H_h=|H_b|$, while $\theta<1$, so the condition fails. Heating then helps the host to open more than it weakens the binding. A negative $H_h$ would do the opposite of the second row and push the ratio above 5.

### Two limits, and a quick estimate

If the gate is costly, $g\gg1$, then $e^g-1\approx e^g$ and the open host is nearly full at the transition:

$$\ln P^*\approx g-\ln K,\qquad
\frac{d\ln P^*}{d(1/T)}\approx\frac{H_b+H_h}{R}.$$

For the second host this would mean an enthalpy of $-30+8=-22$ kJ/mol and a ratio of 3.26. That is 7% above the model's value of 3.05. The estimate is too high because the real loading is below 1, so each guest carries more than 8 kJ/mol of host enthalpy.

If the gate is cheap, $g\ll1$, then $e^g-1\approx g$ and $\theta\approx g$. In the slope we keep one more term, $1/\theta\approx1/g+1/2$, because $H_h/2$ is of the same order in $g$ as $H_b$:

$$P^*\approx\frac gK,\qquad
\frac{d\ln P^*}{d(1/T)}\approx\frac1R\left(H_b+\frac{H_h}{2}+\frac{H_h}{g}\right).$$

Few guests are now needed to open the host, and even a small $H_h$ can dominate. For positive $H_h$ and $S_h$, the cost $G$ reaches zero at $T=H_h/S_h$. There $P^*$ goes to zero too, and above that temperature the empty host is already open. This temperature is 800 K for the second host and 360 K for the third, if their enthalpies and entropies really stayed constant that far.

If the enthalpy per guest changes little over the temperature range, you can use the loading at the middle. If it changes a lot, as it can for a cheap gate, calculate $P^*$ at both temperatures instead. The second host has $\theta=0.865$ at 300 K, so

$$H_b+\frac{H_h}{\theta}=-30+\frac{8}{0.865}=-20.75\ \text{kJ/mol}.$$

Holding this value constant from 280 to 320 K again gives a ratio of 3.05. The enthalpy per guest actually drifts from $-21.0$ to $-20.4$ kJ/mol over the range, and the deviations on the two sides of 300 K nearly cancel.

### What the model leaves out

**Volume work.** If the host expands by $\Delta V$ per mole of sites, the balance becomes $RT\ln(1+KP^*)=G+P^*\Delta V$. For $\Delta V=60\ \text{cm}^3$/mol, the extra term at 1 bar is 6 J/mol, compared with an opening cost near 5000 J/mol. Solving the balance by numerical root finding changes the second host's ratio by 0.2%. At much higher pressures the term need not be small.

**A binding enthalpy that varies with temperature.** Take a classical guest in a harmonic well of depth $\epsilon$ per mole. The momentum factors of the gas and the bound guest cancel, which leaves

$$K=\frac{1}{k_BT}\int e^{-u(\mathbf r)/k_BT}\,d^3r
\propto T^{-1}\,T^{3/2}e^{\epsilon/RT}
=T^{1/2}e^{\epsilon/RT}.$$

Here $u$ is the guest's potential energy, and the factor $T^{3/2}$ comes from the three Gaussian integrals. Using $H_b=RT^2\,d\ln K/dT$,

$$H_b=-\epsilon+\tfrac12RT.$$

A well depth of 31.25 kJ/mol makes $H_b=-30$ kJ/mol at 300 K. Between 300 K and either end of the range, $H_b$ moves by only $\tfrac12R\times20\ \text{K}=83$ J/mol, with opposite signs on the two sides. The ratio changes by 0.02%. This supports a constant $H_b$ for such a site; it does not cover guests that interact strongly with each other or sites with very different binding energies.

**A nonideal gas.** The weight of an occupied site follows the chemical potential of the gas, so for a real gas $P$ in $KP$ must be replaced by the fugacity, and the ratios above are ratios of fugacities. Near 1 bar the difference is small. For CO$_2$ described by the Peng–Robinson equation, a fugacity ratio of 5.01 corresponds to a pressure ratio of about 5.1 if the step lies at 1 bar at 280 K, but about 5.5 if it lies at 5 bar.

**Uptake in the closed state.** If the closed host also adsorbs, its weight is no longer 1. Calling that weight $\xi_c(P,T)$ per site, the balance is $\ln(1+KP^*)-\ln\xi_c=g$, and the formulas above must be replaced by the solution of this equation.

**Hysteresis.** $P^*$ is an equilibrium pressure. For a large piece of host, opening lowers the grand potential only above $P^*$, and closing lowers it only below $P^*$. A barrier can therefore delay opening to a higher pressure and closing to a lower one. The barrier may have its own temperature dependence, so the shift of a measured opening pressure need not equal the shift of $P^*$.

The size of the piece matters here as well. For the second host at 300 K, a unit of 400 sites at 5% above $P^*$ has $\ln(\Xi_{\rm open}/\Xi_{\rm closed})=16.9$, so equilibrium already favours the open state by a factor of about $2\times10^7$. If such a host is still closed at that pressure, the model's equilibrium does not explain it, and a barrier is the natural thing to look for.

For your problem, then, use the factor of 5 if $-30$ kJ/mol is the enthalpy of the full transition per guest and stays near that value from 280 to 320 K. You can also use it if you have grounds to set $H_h$ to zero and the binding enthalpy is about the same at every site and every loading, which requires that the guests interact little with each other. Both statements assume pressures low enough for the gas to be nearly ideal and the host's volume work to be small. If the $-30$ kJ/mol describes binding in the open host alone and $H_h$ may not be zero, find $H_h$ and the loading at the step before you convert a pressure from 280 to 320 K.
